# Cogwheel Phase Cycling: Selection Rule, Shortest Cycles and Their Search

## Definitions and conventions

A pulse sequence has \(n\) pulses separated by \(k=n-1\) intervals of free evolution. Let \(F_z\) be the total spin component along the static field. The density operator is a sum of parts \(\rho_p\), labelled by the coherence order \(p\), with

\[
e^{-i\varphi F_z}\rho_p\,e^{i\varphi F_z}=e^{-ip\varphi}\rho_p .
\]

Free evolution is assumed to conserve \(p\); pulses mix the orders. A coherence pathway is the list \(p_0,p_1,\dots,p_n\), where \(p_i\) is the order after pulse \(i\). Each scan starts from the same longitudinal equilibrium state, so \(p_0=0\). The detected signal is \(\mathrm{Tr}(F_+\rho)\) with \(F_+=F_x+iF_y\), which has order \(+1\). A trace vanishes unless the orders add to zero, so \(p_n=-1\).

The order change at pulse \(i\) is \(\Delta p_i=p_i-p_{i-1}\). The wanted pathway carries a superscript 0, and the deviation from it is \(q_i=p_i-p_i^0\). Both ends are fixed, hence \(q_0=q_n=0\).

In a cogwheel cycle of \(N\) scans, all phases advance together:

\[
\varphi_i=\frac{2\pi\nu_i m}{N},\qquad m=0,1,\dots,N-1,
\]

with integer winding numbers \(\nu_i\). In a nested cycle, each pulse has its own independent counter with \(N_i\) steps, and every combination is run, giving \(N_1N_2\cdots N_n\) scans. A "pulse" may also be a block of pulses whose phases are shifted together.

## What a phase shift does to a pathway

If \(U\) is the propagator of a pulse with phase zero, the pulse with phase \(\varphi\) is

\[
U_\varphi=e^{-i\varphi F_z}\,U\,e^{i\varphi F_z}.
\]

Let it act on \(\rho_{p'}\). The inner rotation is by \(-\varphi\) and gives the factor \(e^{+ip'\varphi}\). Then \(U\) creates several orders. The outer rotation multiplies the part of order \(p\) by \(e^{-ip\varphi}\). The transfer \(p'\to p\) therefore gains

\[
e^{-i(p-p')\varphi}=e^{-i\Delta p\,\varphi}.
\]

This does not depend on the flip angle, so phase cycling also works with imperfect pulses, provided that the phase steps between scans are accurate.

If pathway \(p\) has amplitude \(A_p\) when all phases are zero, the signal is

\[
s=\sum_p A_p\exp\Big(-i\sum_{i=1}^n\Delta p_i\varphi_i\Big).
\]

The signal is multiplied by \(e^{-i\varphi_R}\), where \(\varphi_R\) is the receiver phase. The wanted pathway has the same phase in every scan if

\[
\varphi_R=-\sum_i\Delta p_i^0\varphi_i .
\]

## Two pulses by hand

Take a spin echo, \(0\to+1\to-1\), with \(p_1\in\{-1,0,1\}\) possible in the interval. The wanted changes are \(+1\) and \(-2\). Keep pulse 1 fixed and let pulse 2 run through \(0^\circ,120^\circ,240^\circ\). The receiver phase is \(\varphi_R=2\varphi_2\), that is \(0^\circ,240^\circ,120^\circ\) after removing full turns.

A pathway with order \(p_1\) has \(\Delta p_2=-1-p_1\). Its total factor is

\[
e^{i(1+p_1)\varphi_2}e^{-2i\varphi_2}=e^{i(p_1-1)\varphi_2}.
\]

For \(p_1=1\) this is 1 in each scan. For \(p_1=0\) and \(p_1=-1\) the three factors are the three cube roots of unity, in some order, and their sum is zero. Three scans select the echo.

Two scans cannot do it. Their phases are multiples of \(180^\circ\), and \(p_1=-1\) differs from the wanted order by two, so its factor is 1 in both scans.

## Four pulses by hand

Now add two refocusing pulses. The wanted pathway is

\[
0\to+1\to-1\to+1\to-1,
\]

and each of the three intervals may hold \(-1\), 0 or \(+1\). Because the wanted orders lie at the ends of their ranges, each deviation has one sign:

\[
q_1=-u_1,\quad q_2=+u_2,\quad q_3=-u_3,\qquad u_i\in\{0,1,2\}.
\]

Give the pulses the windings \((0,1,0,1)\), so pulses 2 and 4 advance together. Relative to the wanted pathway, an unwanted one has extra order changes \(q_2-q_1=u_2+u_1\) at pulse 2 and \(q_4-q_3=u_3\) at pulse 4. Its extra phase in scan \(m\) is therefore

\[
-\frac{2\pi m}{N}(u_1+u_2+u_3).
\]

The bracket runs from 0 to 6 and is zero for the wanted pathway alone. With \(N=7\), no other value is a multiple of \(N\), and seven scans suffice. The wanted changes are \((1,-2,2,-2)\), so the receiver winding is \(-[1(-2)+1(-2)]=4\).

For comparison, a nested cycle could first step pulse 3 through five phases. Its extra order change is \(q_3-q_2=-(u_2+u_3)\), between \(-4\) and 0, so five steps force \(u_2=u_3=0\). Three steps of pulse 2 then remove \(u_1\neq0\). This costs \(5\times3=15\) scans, and a search with one counter per single pulse finds no shorter nested cycle. (One seven-step counter shared by pulses 2 and 4 is the cogwheel above.) A separate three-step counter for each interval would cost 27, but that is not the fair comparison, since one counter can fix two intervals.

## The selection condition in general

Insert the cogwheel phases and the receiver phase into the signal, and average:

\[
\bar s=\sum_pA_p\,\frac1N\sum_{m=0}^{N-1}e^{-2\pi imK/N},\qquad
K=\sum_{i=1}^n\nu_i(\Delta p_i-\Delta p_i^0).
\]

Put \(r=e^{-2\pi iK/N}\). If \(N\) divides \(K\), then \(r=1\) and the average is 1. Otherwise \(r\ne1\) but \(r^N=1\), so the geometric sum is \((1-r^N)/(1-r)=0\). A pathway is either kept in full or removed.

Since \(\Delta p_i-\Delta p_i^0=q_i-q_{i-1}\),

\[
K=\sum_{i=1}^{n}\nu_iq_i-\sum_{i=1}^{n}\nu_iq_{i-1}
=\sum_{i=1}^{n-1}\nu_iq_i-\sum_{i=1}^{n-1}\nu_{i+1}q_i .
\]

The first sum lost its last term because \(q_n=0\). The second lost its first term because \(q_0=0\), and its index was then shifted by one. With \(w_i=\nu_{i+1}-\nu_i\), we have \(K=-\sum_iw_iq_i\), and a pathway survives if and only if

\[
\boxed{\;\sum_{i=1}^{k}w_i\,(p_i-p_i^0)\equiv0\pmod N\;}
\]

For an ideal receiver, the differences of winding numbers alone matter. Adding \(c\) to every \(\nu_i\) changes the receiver winding

\[
\nu_R=-\sum_i\nu_i\Delta p_i^0
\]

by \(-c\sum_i\Delta p_i^0=+c\), because the wanted changes add to \(-1\). The whole experiment, receiver included, is then rotated together. Receiver artefacts do depend on \(c\): a constant offset in the receiver cancels only if \(\nu_R\not\equiv0\pmod N\), and a quadrature image corresponds to \(p_n=+1\), which the condition above does not cover.

A cycle is valid for a stated set of possible pathways if no unwanted member of that set survives.

## How short can a cycle be?

Suppose that the orders in different intervals vary independently and that \(q_i\) takes every integer value from \(-a_i\) to \(b_i\). The following bound holds for every cycle built on a finite abelian group: the scans are labelled by the group elements, and each phase factor \(e^{i\varphi_i}\) is a character, meaning that it multiplies when group elements are combined. Cogwheel cycles use one cyclic group, nested cycles a product of them.

For such a cycle, the factor of a pathway relative to the wanted one is again a character \(\chi\). If \(\chi\) is not identically 1, choose \(h\) with \(\chi(h)\neq1\). Replacing \(g\) by \(gh\) merely reorders the scans, so

\[
\sum_g\chi(g)=\chi(h)\sum_g\chi(g),
\]

and the sum must be zero. A pathway thus survives exactly when its character is trivial. A finite abelian group with \(N\) elements has \(N\) characters.

Build a chain of deviation vectors. Start at zero and change one component by one unit at a time, always towards the longer side of its range, until component \(i\) has size \(\max(a_i,b_i)\). The chain has \(1+\sum_i\max(a_i,b_i)\) members. A later member minus an earlier one is a non-zero vector inside the allowed ranges, hence an unwanted deviation, and its character must not be trivial. So all members have different characters, and

\[
N\ge1+\sum_{i=1}^k\max(a_i,b_i).
\]

**Extreme pathways.** Let \(p_i\) run from \(-P_i\) to \(P_i\), and let each wanted order be \(p_i^0=\sigma_iP_i\) with \(\sigma_i=\pm1\). Then \(q_i=-\sigma_iu_i\) with \(0\le u_i\le2P_i\), and the bound is \(1+2\sum_iP_i\). Choosing \(w_i=\sigma_i\) gives

\[
\sum_iw_iq_i=-\sum_iu_i,
\]

which lies between \(-2\sum_iP_i\) and 0 and is zero for the wanted pathway alone. Hence

\[
N_{\min}=1+2\sum_{i=1}^kP_i .
\]

No group-based cycle, nested or not, is shorter. Phase tables without group structure are outside this proof.

For alternating orders \(\pm1\), one to five intervals need 3, 5, 7, 9 and 11 cogwheel scans. The shortest nested cycles need 3, 5, 15, 25 and 75. With these alternating signs there is no gain for one or two intervals, where a single counter does the whole job and the nested cycle is itself a cogwheel. For wanted orders \(+1,+1\), two intervals already need 5 cogwheel scans against 9 nested scans.

**Central pathways.** Now let \(P_i=1\) and let all wanted orders be zero, so that \(q_i\in\{-1,0,1\}\). Any two different vectors with entries 0 or 1 differ by an unwanted deviation. All \(2^k\) of them need different characters, so \(N\ge2^k\). The choice \(w_i=2^{i-1}\) reaches this value: the last non-zero term, of size \(2^{j-1}\), exceeds the sum of all earlier ones, which is at most \(2^{j-1}-1\), and the total never exceeds \(2^k-1\) in size.

A nested cycle with two steps on each of the first \(k\) pulses also has \(2^k\) scans. It forces \(q_1=0\), then \(q_2=0\), and so on. Here cogwheel cycling gains nothing. Its advantage depends on where the wanted orders lie in their ranges.

## The search

For a general pathway the shortest cycle is found as follows.

1. List the possible pathways and form the deviations \(q\) of all unwanted ones.
2. Start with \(N=2\).
3. For each set of integers \(w_1,\dots,w_k\) between 0 and \(N-1\), compute \(\sum_iw_iq_i\) modulo \(N\) for the listed deviations. Reject the set as soon as one result is zero.
4. If no set remains, increase \(N\) by one and repeat step 3.
5. From the first valid set, take \(\nu_1=0\), \(\nu_{i+1}=\nu_i+w_i\), and compute \(\nu_R\).

The first success is the shortest cogwheel cycle for that list, because every smaller \(N\) has been exhausted.

The search must end. Let \(R_i=1+a_i+b_i\), \(w_1=1\) and \(w_{i+1}=w_iR_i\). The numbers \(\sum_iw_i(q_i+a_i)\) are then mixed-radix numbers with digits \(q_i+a_i\). They are all different and lie between 0 and \(\prod_iR_i-1\). For \(q\ne0\), the sum \(\sum_iw_iq_i\) is a difference of two of them, so it is not a multiple of \(N=\prod_iR_i\).

The work can be reduced. Multiplying all \(w_i\) by an integer \(u\) coprime to \(N\) does not change which sums vanish modulo \(N\). This allows \(w_1\) to be restricted to divisors of \(N\). To see why, write a non-zero \(w_1=da\) with \(d=\gcd(w_1,N)\), so that \(a\) is coprime to \(N/d\). Let \(t\) be the product of the primes that divide \(N\) but neither \(a\) nor \(N/d\), and set \(u=a+tN/d\). Each prime factor of \(N\) divides exactly one of the two terms, so \(u\) is coprime to \(N\), while \(ud\equiv da=w_1\) modulo \(N\). The value \(w_1=0\) can be dropped if the list contains a deviation in interval 1 alone, since that pathway would survive.

The number of candidates still grows roughly as \(N^{k-1}\) times the number of divisors of \(N\). Exhaustive search suits a few intervals; for extreme pathways the formula above makes it unnecessary.

## A double-quantum experiment

Consider two coupled spins 1/2 of the same isotope. Two pulses and two equal delays prepare the state, a third pulse creates double-quantum coherence, and a fourth converts it into signal:

\[
0\to+1\to-1\to+2\to-1 .
\]

The first pulse acts on \(F_z\). If couplings are neglected during the pulse, it can only produce single-spin operators, so \(|p_1|\le1\). Later orders are allowed to run from \(-2\) to 2. The deviations are

\[
-2\le q_1\le0,\qquad -1\le q_2\le3,\qquad -4\le q_3\le0,
\]

which gives \(3\times5\times5-1=74\) unwanted pathways. The second wanted order is not extreme. The lower bound is \(1+2+3+4=10\), but the search finds no valid cogwheel below \(N=16\).

Its first solution is \(w=(2,7,2)\), which can be checked by hand. Put \(U=-(q_1+q_3)\), so \(0\le U\le6\). Survival requires

\[
7q_2\equiv2U\pmod{16}.
\]

For odd \(q_2\) the left side is odd and the right side even, so this is impossible. For \(q_2=2\) it requires \(U\equiv7\) modulo 8, which is out of range. For \(q_2=0\) it requires \(U=0\), the wanted pathway.

The pulse windings are \((0,2,9,11)\). The wanted changes are \((1,-2,3,-3)\), so

\[
\nu_R=-(0-4+27-33)=10 .
\]

The phase unit is \(360^\circ/16=22.5^\circ\). In scan \(m=1\) the pulse phases are \(0^\circ,45^\circ,202.5^\circ,247.5^\circ\) and the receiver phase is \(225^\circ\).

With one counter per single pulse, the shortest nested cycle has counters \((3,2,7,1)\) and 42 scans, 2.6 times as many. Three steps of pulse 1 force \(q_1=0\). Two steps of pulse 2 leave \(q_2=0\) or 2. Seven steps of pulse 3 require \(q_3-q_2\) to be a multiple of 7. For \(q_2=2\) this difference lies between \(-6\) and \(-2\), so \(q_2=q_3=0\) remains. The factor 2.6 depends on this rule. If a counter may shift several pulses together, two steps on pulses 1 and 2 leave \(q_2=0\) or 2, and nine steps on pulses 1 and 3 require \(q_1+q_3-q_2\) to be a multiple of 9, which leaves only the wanted pathway. This takes 18 scans.

### The signal

The scans were propagated with the density operator for offsets of 300 and \(-500\) Hz, \(J=50\) Hz, delays of 4.5, 4.5 and 1.3 ms, and flip angles of \(81^\circ,162^\circ,81^\circ,81^\circ\), each 10% below its nominal value. The free Hamiltonian contains the full coupling \(2\pi J\,\mathbf I_1\cdot\mathbf I_2\). Relaxation is left out, and couplings and offsets are neglected during the pulses. Root-mean-square (rms) signals are taken over 64 acquired points spaced by 0.5 ms, in units of the full transverse magnetization, and the uncycled scan has all phases zero. The values depend on these choices: the weak-coupling form \(2\pi J I_{1z}I_{2z}\) gives 0.094 and 0.143 in place of the 0.096 and 0.148 quoted below, and a 13-scan leakage of 0.0028 in place of 0.0032.

The wanted pathway alone gives 0.084. One uncycled scan gives 0.096, although its unwanted part is larger, 0.148. The two parts interfere. For the mean squares,

\[
0.0963^2\approx0.0842^2+0.1484^2+2C,
\]

so their mean real overlap is \(C\approx-0.010\). The size of an uncycled signal therefore says little about its purity.

After the 16-scan cycle, the signal agrees with the one obtained by projecting the density operator on the wanted orders. The largest difference is about \(10^{-15}\) in the same units, which is rounding error. The nested cycle and a cogwheel with all windings shifted by 3 pass the same test. The selection condition was also tested on 12 randomly chosen cycles, by comparing each average with the sum of the pathways that the condition lets through.

### Using the spin dynamics

Not all 74 unwanted pathways carry signal in this model. If \(p_1=0\), the state in the first interval is proportional to \(F_z\), which commutes with the free Hamiltonian. The second pulse then cannot create \(p_2=\pm2\), which removes \(2\times5=10\) pathways. If \(p_1=p_2=0\), the third pulse cannot create \(p_3=\pm2\) for the same reason, which removes two more. The remaining 62 all give signal at generic parameters.

For this shorter list the search finds \(N=14\) with \(w=(1,13,2)\). Since \(13\equiv-1\), survival requires

\[
-q_1+q_2-2q_3\equiv0\pmod{14}.
\]

The left side runs from \(-1\) to 13, so it must be zero. Apart from the wanted pathway, this happens for \(q=(-1,-1,0)\) alone, which is \(0\to0\to-2\to+2\to-1\), one of the pathways excluded by the dynamics.

The two saved scans rest on that exclusion. If relaxation produced the two-spin order \(I_{1z}I_{2z}\) in the first interval, the second pulse would turn part of it into \(I_{1y}I_{2y}\), which contains double-quantum coherence. The 14-scan cycle would then let this pathway through, and the 16-scan cycle would still reject it.

With 13 scans, no choice of windings rejects all 62 pathways. For the parameters above, the smallest rms leakage is 0.0032, or 3.8% of the wanted rms signal. Whether that is acceptable depends on the experiment, and the figure changes with offsets, delays and flip angles.

## When a shorter cycle helps

The wanted signal adds in phase in every scan. With independent noise of equal strength, the signal-to-noise ratio after \(M\) scans grows as \(M/\sqrt M=\sqrt M\), whichever cycle is used, provided that complete cycles are run. A short cogwheel therefore does not improve sensitivity per scan. It lowers the smallest number of scans that gives clean selection. This saves time when the signal is strong enough and a complete cycle must be repeated for each of many values of an evolution time.

The cancellation compares different scans. It becomes incomplete if the phase errors of the pulses vary from scan to scan, if the spectrometer drifts during the cycle, or if the spins do not start every scan from the same state. A constant phase error of a pulse is harmless to the selection, because it only multiplies each pathway by a fixed phase factor. A pathway missing from the list may also survive, so the list should be as generous as the available time permits.

The cycle lengths, the full phase table and the signal values are collected in the numerical output below.

## Computed values

```
Alternating +1,-1,... pathway, orders -1..1 in each interval
  intervals 1: cogwheel 3 scans, nested 3 scans, counters (1, 3)
  intervals 2: cogwheel 5 scans, nested 5 scans, counters (1, 5, 1)
  intervals 3: cogwheel 7 scans, nested 15 scans, counters (1, 3, 5, 1)
  intervals 4: cogwheel 9 scans, nested 25 scans, counters (1, 5, 1, 5, 1)
  intervals 5: cogwheel 11 scans, nested 75 scans, counters (1, 3, 5, 1, 5, 1)
  largest orders (1, 2, 1), wanted (1, -2, 1): cogwheel 9 scans
  largest orders (2, 2), wanted (2, 2): cogwheel 9 scans
  largest orders (3, 1), wanted (-3, 1): cogwheel 9 scans
Central pathway 0,0,..., orders -1..1 in each interval
  intervals 1: cogwheel 2 scans, nested 2 scans
  intervals 2: cogwheel 4 scans, nested 4 scans
  intervals 3: cogwheel 8 scans, nested 8 scans
Double-quantum example, wanted pathway 0,+1,-1,+2,-1
  offsets 300 and -500 Hz, J 50 Hz
  delays 4.5, 4.5, 1.3 ms
  flip angles 81, 162, 81, 81 degrees
  acquisition: 64 points, dwell 0.5 ms
  unwanted pathways in assumed set: 74
  chain lower bound: 10 scans
  shortest cogwheel: 16 scans
  shortest nested: 42 scans, counters (3, 2, 7, 1)
  nested/cogwheel length ratio: 2.62
  winding differences w: [2, 7, 2]
  pulse windings nu: [0, 2, 9, 11], receiver 10
  phase unit 360/N: 22.500 degrees; phases in this unit:
    pulse 1: 0 0 0 0 0 0 0 0 0 0 0 0 0 0 0 0
    pulse 2: 0 2 4 6 8 10 12 14 0 2 4 6 8 10 12 14
    pulse 3: 0 9 2 11 4 13 6 15 8 1 10 3 12 5 14 7
    pulse 4: 0 11 6 1 12 7 2 13 8 3 14 9 4 15 10 5
    receiver: 0 10 4 14 8 2 12 6 0 10 4 14 8 2 12 6
  rms wanted signal: 0.08422
  rms signal of one uncycled scan: 0.09627
  rms unwanted part of that scan: 0.14844
  rms signal after cogwheel cycle: 0.08422
  largest cogwheel error: 1.5e-15
  largest nested error: 1.3e-16
  arbitrary cycles tested: 12, largest error 2.4e-15
  unwanted pathways allowed by the dynamics: 62
  shortest cogwheel for these: 14 scans, w [1, 13, 2]
  least rms leakage with 13 scans: 0.00319
  the same relative to the wanted signal: 0.0379
```
